\section*{Accumulation Profile and Half-Charge Depth for Holes in an Exponential Tail}

\section{The decision and the model}

A device simulation of an organic transistor needs a mesh spacing at the gate insulator before the potential is known. It also needs a choice between a continuous charge density and one charge per molecular layer. Both choices depend on how deep the gate-induced charge reaches. In a mean-field model of holes trapped in an exponential tail of states, half of that charge lies within
\begin{equation}
x_0=\frac{2\varepsilon kT_0}{q\sigma}
\label{x0}
\end{equation}
of the insulator, provided the film is undoped and much thicker than $x_0$, the temperature $T$ is below $T_0$, and the Fermi level lies well above the valence edge. Here $\sigma$ is the induced charge per area, $\varepsilon$ the permittivity of the semiconductor, $q>0$ the elementary charge, and $kT_0$ the energy width of the tail. The mesh must resolve $x_0$, and $x_0$ must exceed a molecular layer if a continuous profile is to have a meaning.

The film occupies $0<x<d$, with the insulator at $x=0$ and the gate behind it. The gate is negative and the film is in equilibrium, without drain bias. The potential is averaged over planes parallel to the insulator, which makes this a mean-field model. There is no fixed charge at either face, no field behind the film, and at first no doping.

Let $E\ge0$ be the height of a localized state above the local valence edge. The density of states per volume and energy is
\begin{equation}
g(E)=\frac{N_t}{kT_0}\,e^{-E/kT_0},\qquad \int_0^\infty g\,dE=N_t .
\end{equation}
Each state holds at most one hole. Let $\Delta(x)$ be the height of the Fermi level above the local valence edge. A state is occupied by a hole when its electron is missing, so the hole occupation is one minus the electron Fermi function:
\begin{equation}
1-\frac{1}{1+e^{(E-\Delta)/kT}}=\frac{1}{1+e^{(\Delta-E)/kT}} .
\end{equation}
States well above the Fermi level therefore contain holes. The density of trapped holes is
\begin{equation}
p(\Delta)=\frac{N_t}{kT_0}\int_0^\infty\frac{e^{-E/kT_0}}{1+e^{(\Delta-E)/kT}}\,dE .
\label{occ}
\end{equation}

\section{Occupation of the tail}

Put $\alpha=T/T_0$ and take $0<\alpha<1$. Well below the Fermi level, the number of holes per energy falls towards the edge as $e^{-(1-\alpha)(\Delta-E)/kT}$. If $\Delta(1-\alpha)$ is several $kT$, few holes are left at the edge, and the lower limit of \eqref{occ} can be moved to $-\infty$ at a small cost, found below. With $E=\Delta+kTz$ and then $t=e^{-z}$,
\begin{align}
p&\simeq N_t\alpha e^{-\Delta/kT_0}\int_{-\infty}^{\infty}\frac{e^{-\alpha z}}{1+e^{-z}}\,dz\notag\\
&=N_t\alpha e^{-\Delta/kT_0}\int_0^\infty\frac{t^{\alpha-1}}{1+t}\,dt .
\end{align}
The substitution $t=s/(1-s)$ has $dt=ds/(1-s)^2$ and $1+t=1/(1-s)$. It turns the last integral into
\begin{equation}
\int_0^1 s^{\alpha-1}(1-s)^{-\alpha}ds=\Gamma(\alpha)\Gamma(1-\alpha)=\frac{\pi}{\sin\pi\alpha},
\end{equation}
by the beta integral and the reflection formula of the gamma function. Hence
\begin{equation}
p\simeq A\,e^{-\Delta/kT_0},\qquad A=N_t\frac{\pi\alpha}{\sin\pi\alpha}.
\label{power}
\end{equation}
The exponent contains $T_0$, not $T$. Moving the Fermi level towards the edge fills further tail states with holes, and the density of these states grows exponentially towards the edge on the energy scale $kT_0$. The spread of the holes in energy about the Fermi level depends on $T$, but it moves with that level without changing shape, so temperature enters only the prefactor. The spread can be wide: at $T/T_0=0.75$ about half of the holes lie more than $2kT$ below the Fermi level.

The extension added states at $E<0$ that the tail does not have. There the hole occupation is close to $e^{-(\Delta-E)/kT}$, so the overcount is
\begin{align}
\delta p&\simeq\frac{N_t}{kT_0}e^{-\Delta/kT}\int_{-\infty}^0
e^{E(1/kT-1/kT_0)}dE\notag\\
&=N_t\frac{\alpha}{1-\alpha}\,e^{-\Delta/kT}.
\end{align}
Relative to \eqref{power} it is
\begin{equation}
r=\frac{\delta p}{p}\simeq\frac{\sin\pi\alpha}{\pi(1-\alpha)}
\exp\!\left[-\Delta\left(\frac1{kT}-\frac1{kT_0}\right)\right].
\label{r}
\end{equation}
The condition for \eqref{power} is $r\ll1$. It becomes harder to meet as $T$ approaches $T_0$, because the exponent then vanishes.

\section{Profile in a thick film}

The holes are positive and the gate is negative, so the field in the film points towards the insulator. Write its $x$ component as $-F$ with $F\ge0$. The electrostatic potential then rises with depth at the rate $F$, the valence edge, an electron energy, falls at the rate $qF$, and the Fermi level is flat. Therefore
\begin{equation}
\frac{d\Delta}{dx}=qF .
\label{bend}
\end{equation}
Gauss's law reads $d(-F)/dx=qp/\varepsilon$, or
\begin{equation}
\frac{dF}{dx}=-\frac{qp}{\varepsilon}.
\label{gauss}
\end{equation}
Integrating from $x=0$ to the field-free back gives $F(0)=\sigma/\varepsilon$, where $\sigma=q\int_0^d p\,dx$. If $V_i$ is the magnitude of the voltage across the insulator and $C_i$ its capacitance per area, then $\sigma=C_iV_i$.

From \eqref{power} and \eqref{bend},
\begin{equation}
\frac{dp}{dx}=-\frac{p}{kT_0}\frac{d\Delta}{dx}=-\frac{qFp}{kT_0}.
\label{dp}
\end{equation}
Multiply \eqref{gauss} by $2F$ and use \eqref{dp} to replace $-qFp$:
\begin{equation}
\frac{d(F^2)}{dx}=-\frac{2qFp}{\varepsilon}=\frac{2kT_0}{\varepsilon}\frac{dp}{dx}.
\label{first}
\end{equation}
Thus $F^2-2kT_0p/\varepsilon$ is constant. In the limit of a thick film both $F$ and $p$ vanish far from the insulator, since a finite density there would give an unlimited total charge. The constant is zero and
\begin{equation}
p=\frac{\varepsilon F^2}{2kT_0}.
\label{pf}
\end{equation}
Insert this in \eqref{gauss} and divide by $-F^2$:
\begin{equation}
\frac{dF}{dx}=-\frac{qF^2}{2kT_0},\qquad
\frac{d}{dx}\frac1F=\frac{q}{2kT_0}.
\end{equation}
With $1/F(0)=\varepsilon/\sigma=qx_0/(2kT_0)$ this gives
\begin{equation}
F=\frac{2kT_0}{q(x+x_0)},\qquad
p=\frac{2\varepsilon kT_0}{q^2(x+x_0)^2}.
\label{profile}
\end{equation}
At the insulator $p(0)=\sigma^2/(2\varepsilon kT_0)=\sigma/(qx_0)$. The charge between the insulator and depth $x$ is
\begin{equation}
q\int_0^x p\,dx'=\frac{2\varepsilon kT_0}{q}\left(\frac1{x_0}-\frac1{x+x_0}\right)
=\sigma\frac{x}{x+x_0}.
\label{share}
\end{equation}
Setting the fraction to one half gives $x=x_0$. A fraction $s$ lies within $x_0s/(1-s)$, so 90\% lies within $9x_0$. The profile has a narrow core and a long tail.

At fixed $\sigma$, neither $T$ nor $N_t$ appears in \eqref{profile}. As long as \eqref{power} holds, they fix where the Fermi level sits but not the shape of the charge. Doubling $\sigma$ halves $x_0$ and raises the surface density fourfold.

\section{Finite thickness}

Equation \eqref{first} still holds in a finite film, but now $F(d)=0$ with a density $p_d>0$ at the back. Hence $F^2=(2kT_0/\varepsilon)(p-p_d)$. Solve for $p$, insert it in \eqref{gauss}, and define $\kappa^2=q^2p_d/(2\varepsilon kT_0)$:
\begin{equation}
\frac{dF}{dx}=-\frac{qF^2}{2kT_0}-\frac{2kT_0\kappa^2}{q}.
\end{equation}
With $F=(2kT_0\kappa/q)\,y$ this becomes $dy/dx=-\kappa(1+y^2)$. Since $y(d)=0$, $\arctan y=\kappa(d-x)$, and
\begin{align}
F&=\frac{2kT_0\kappa}{q}\tan[\kappa(d-x)],\label{ffilm}\\
p&=p_d+\frac{\varepsilon F^2}{2kT_0}=p_d\sec^2[\kappa(d-x)].
\end{align}
The condition $F(0)=\sigma/\varepsilon$ reads $\kappa x_0\tan\kappa d=1$, or
\begin{equation}
\kappa d\tan\kappa d=d/x_0,\qquad 0<\kappa d<\pi/2 .
\label{root}
\end{equation}
The left side rises steadily from zero to infinity on this interval, so bisection finds the single root.

The field measures the charge lying deeper, so the half depth $x_{1/2}$ obeys $\tan[\kappa(d-x_{1/2})]=\tfrac12\tan\kappa d$. Let $a=\kappa x_0$. Then $\tan\kappa d=1/a$, and the two angles are $\kappa d=\pi/2-\arctan a$ and $\kappa(d-x_{1/2})=\pi/2-\arctan2a$. Subtraction gives
\begin{equation}
\kappa x_{1/2}=\arctan2a-\arctan a=a-\tfrac73a^3+\dots
\end{equation}
For $d\gg x_0$, $\kappa d\simeq\pi/2-a$, which means $\kappa\simeq\pi/[2(d+x_0)]$. To leading order in the correction,
\begin{equation}
x_{1/2}\simeq x_0\left[1-\frac{7\pi^2}{12}\left(\frac{x_0}{d+x_0}\right)^2\right].
\label{series}
\end{equation}
The same $\kappa$ gives a back-face density $\pi^2/4$ times the value of \eqref{profile} at $x=d$. The charge that the thick-film law places beyond $d$ has to fit inside the film.

In the opposite limit, $d\ll x_0$, \eqref{root} gives $\kappa^2\simeq1/(dx_0)$ and $p\simeq\sigma/(qd)$. The film is then uniformly filled and the half depth is $d/2$.

The mean depth behaves differently from the half depth. With $qp=-\varepsilon\,dF/dx$ and integration by parts, where $xF$ vanishes at both ends,
\begin{align}
\langle x\rangle&=\frac q\sigma\int_0^d xp\,dx=\frac\varepsilon\sigma\int_0^dF\,dx
=-x_0\ln\cos\kappa d\notag\\
&\simeq x_0\ln\frac{2(d+x_0)}{\pi x_0}.
\label{mean}
\end{align}
The last step uses $\cos\kappa d=a/\sqrt{1+a^2}\simeq a$. The mean depth grows without limit as the film is thickened at fixed $\sigma$, so it is a poor measure of channel thickness.

\section{Doping, and temperatures above $T_0$}

Let uniform ionized acceptors of density $p_b$ be neutralized by holes in the bulk. Then $dF/dx=-q(p-p_b)/\varepsilon$, while \eqref{dp} is unchanged. Multiplying by $2F$ and using $-qF=(kT_0/p)\,dp/dx$,
\begin{equation}
\frac{d(F^2)}{dx}=\frac{2kT_0}{\varepsilon}\left(1-\frac{p_b}{p}\right)\frac{dp}{dx}.
\end{equation}
Integration from the bulk, where $F=0$ and $p=p_b$, gives
\begin{equation}
F^2=\frac{2kT_0}{\varepsilon}\left[p-p_b-p_b\ln\frac p{p_b}\right].
\label{doped}
\end{equation}
Here $\sigma$ is the charge in excess of the neutral bulk. By \eqref{dp}, half of it lies within
\begin{equation}
x_{1/2}=\int_{p_h}^{p_s}\frac{kT_0\,dp}{q\,p\,F(p)},
\label{dopedhalf}
\end{equation}
with $F(p_s)=\sigma/\varepsilon$ and $F(p_h)=\sigma/(2\varepsilon)$. At a given field, \eqref{doped} makes $p-p_b$ larger than the undoped density \eqref{pf}, so the field falls faster and the half depth shrinks. Near the bulk, expansion of \eqref{doped} in $p-p_b$ gives $F\simeq(p-p_b)\sqrt{kT_0/(\varepsilon p_b)}$. By \eqref{dp} the excess then decays exponentially over $L=\sqrt{\varepsilon kT_0/(q^2p_b)}$, which cuts off the long tail.

For $T>T_0$ the integral extended to $-\infty$ diverges, and \eqref{power} is void. If $\Delta\gg kT$ and $T$ is not close to $T_0$, most holes sit near the edge with Boltzmann occupation:
\begin{equation}
p\simeq\frac{N_t}{kT_0}e^{-\Delta/kT}\int_0^\infty e^{-E(1/kT_0-1/kT)}dE
=\frac{N_t\,\alpha}{\alpha-1}e^{-\Delta/kT}.
\end{equation}
The density now varies as $e^{-\Delta/kT}$, so within this approximation $T$ replaces $T_0$ in the profile and half-depth formulas that follow from \eqref{dp}. The error grows as $T$ comes down towards $T_0$.

\section{Worked example}

The parameters are rough values in the regime of poly(3-hexylthiophene) on silicon dioxide: $T_0=400$~K, $T=300$~K, relative permittivities 3.0 (film) and 3.9 (oxide), $N_t=10^{21}$~cm$^{-3}$, $d=80$~nm, and 5~V across 300~nm of oxide. The oxide capacitance is 11.51~nF/cm$^2$, so $\sigma=0.0576$~$\mu$C/cm$^2$, or $3.59\times10^{11}$ holes per cm$^2$. The field at the film surface is $\sigma/\varepsilon=0.2167$~MV/cm. With $kT_0=0.03447$~eV,
\begin{equation}
x_0=\frac{2\times0.03447\ \mathrm{V}}{0.2167\times10^{6}\ \mathrm{V/cm}}
=3.18\ \mathrm{nm},
\end{equation}
and $p(0)=\sigma/(qx_0)=1.13\times10^{18}$~cm$^{-3}$.

For comparison, \eqref{occ} was evaluated by Simpson quadrature, and \eqref{bend} and \eqref{gauss} were integrated from the back face by a Runge--Kutta method. The value of $\Delta(d)$ was adjusted until $F(0)=\sigma/\varepsilon$. Densities are in $10^{16}$~cm$^{-3}$:
\begin{center}
\begin{tabular}{rrr}
$x$ (nm) & Eq.~\eqref{profile} & numerical, 300 K\\
0 & 112.9 & 111.4\\
3.18 & 28.2 & 28.5\\
10 & 6.58 & 6.77\\
30 & 1.04 & 1.19\\
80 & 0.165 & 0.410
\end{tabular}
\end{center}
The core agrees within about 1\%. At the back face the ratio is 2.48, close to $\pi^2/4=2.47$.

At fixed $\sigma$ and $T_0$, the numerical half depth is 3.155~nm at 100~K, 3.156~nm at 200~K and 3.196~nm at 300~K. The closed finite-film result is 3.155~nm, 0.8\% below $x_0$. The rise of 1.3\% from 100 to 300~K comes from the end of the tail at the valence edge. At 300~K the surface Fermi level is 0.274~eV above the edge, and \eqref{r} gives $r\simeq0.90\,e^{-2.65}\simeq0.06$. The sign follows from \eqref{bend} and \eqref{gauss}, which for any $p(\Delta)$ in a thick undoped film give
\begin{equation}
F^2=\frac2\varepsilon\int_\Delta^\infty p(\Delta')\,d\Delta' .
\label{general}
\end{equation}
With $p=Ae^{-\Delta/kT_0}-Be^{-\Delta/kT}$, where $B=N_t\alpha/(1-\alpha)$, the integral is $kT_0(Ae^{-\Delta/kT_0}-\alpha Be^{-\Delta/kT})$, which exceeds $kT_0p$ because $\alpha<1$. At a given field the density is thus below \eqref{pf}, the field falls more slowly, and the half depth grows.

Doubling $\sigma$ at 100~K gives 1.587~nm, nearly half of 3.155~nm. With $T=400$~K well above $T_0=200$~K and the original $\sigma$, the half depth is 3.159~nm, as expected when $T$ replaces $T_0$. At the same $T$ it is 3.21~nm for $T_0=300$~K and 3.30~nm for $T_0=350$~K, so the error grows as the two temperatures approach each other. The mean depth at 100~K is 8.95~nm, almost three times the half depth. The finite film thickness brings the 90\% depth from 28.6~nm in a thick film to 25.5~nm.

\section{What the model leaves out}

Rough doping of $10^{16}$~cm$^{-3}$ gives $L=x_0\sqrt{p(0)/2p_b}\simeq24$~nm. Quadrature of \eqref{dopedhalf} for a thick film gives a half depth of 2.95~nm, 7\% below $x_0$. If the band edge offers $N_t$ effective states, free holes at the surface amount to about 2\% of the trapped ones, and including them lowers the half depth by less than 1\%. The oxide field of 0.17~MV/cm is far below a rough breakdown field of 10~MV/cm.

To size the effect of molecular layers, the film was divided into 50 layers of 1.6~nm. Each carries its charge at its centre with the density law \eqref{power}; the field steps at each centre, and $\Delta$ changes linearly between centres. The back-layer density was adjusted to give the required $\sigma$. Spreading each charge evenly over its layer, the half depth is 3.22~nm, 2\% above the continuous finite-film value.

The plane average is a weaker point. A typical in-plane distance between holes, $\sqrt{q/\sigma}$, is 17~nm, and the Coulomb energy of two holes at that distance in the film is 0.029~eV, or about 0.8 of $kT_0$. Correlations between individual holes are therefore not small on the scale that sets the profile. Their effect on the half depth is not computed here, so the percent-level agreement above concerns the mean-field model. The permittivity step at the oxide also attracts each hole through its image charge. The image energy is 0.005~eV in size at depth $x_0$, but 0.020~eV at the centre of the first layer. Added to the hole energies in the layered calculation, it lowers the half depth from 3.22 to 2.68~nm, or by 17\%.

A higher voltage narrows the profile. At 30~V, other settings fixed, $x_0$ is 0.53~nm, a third of one layer. A continuous density then loses its meaning, because the predicted half depth lies inside a single layer. For the share of the charge in the first layer, \eqref{share} gives 75\%, and the layered calculation gives 72\% without the image energy and 75\% with it. The surface Fermi level also moves closer to the edge by roughly $2kT_0\ln6=0.12$~eV, which raises $r$ to about 0.2, so these shares are estimates. A real density of states need not be exponential either; \eqref{general} then takes the place of \eqref{pf}.

\section{Use in a calculation}

Take $\sigma$ from the voltage across the insulator. In the example the potential drop between the film faces is 0.20~V, 4\% of the oxide voltage; a gate voltage counted from the back-face potential contains both. Under drain bias, if the potential varies slowly along the channel, the local $\sigma$ applies, and $x_0$ doubles where the insulator voltage has fallen to half.

If $x_0$ is larger than a molecular layer, mesh nodes enclosing equal charges follow from \eqref{ffilm}. The node beyond which the fraction $1-s$ of the charge lies is
\begin{equation}
x_s=d-\frac1\kappa\arctan[(1-s)\tan\kappa d],
\end{equation}
with $s$ in equal steps from 0 to 1. These nodes are sparse near the back, where extra ones are needed if the potential there matters. The continuous profile is only a rough guide when $x_0$ is close to a layer. In the example the layered half depth exceeds the continuous one by about 10\% for $x_0$ between 1 and 1.4 layers, and the image energy lowers it by 15\% or more for $x_0$ between 1 and 3 layers. If $x_0$ is smaller than a layer, assign one charge to each layer and report layer shares in place of a half depth.
